Relativistic enhancement of Bohr straggling by close collisions of fast ions

**Question**

I am stuck on an exercise about the spread in energy loss of fast ions. Bohr's variance for an ion of charge ze crossing a layer of thickness x with n_e electrons per volume is

Ω_B² = 4π z² k² n_e x, k = e²/(4πε₀).

I have to show that relativistic close collisions multiply this by (1 − β²/2)/(1 − β²), and then evaluate the factor at β² = 0.5. I put the relativistic maximum energy transfer into the Rutherford 1/T² law and got 1/(1 − β²), which is 2 at that speed. Where does the numerator come from? And would the correction matter for a real proton beam in a metal foil?

**Answer**

Your maximum transfer is right. What is missing is the electron's spin, which makes the hardest collisions rarer than the 1/T² law says.

I take the electrons as free and initially at rest, and the collisions as independent. The ion is a point charge with speed v = βc and mass M ≫ γm, where m is the electron mass and γ = 1/√(1 − β²). It loses so little energy that β stays constant in the layer. Scattering is treated in first Born order, which is justified when zα/β ≪ 1, with α the fine-structure constant.

**From collisions to a variance**

Divide the possible energy transfers into narrow bins T_i with cross sections Δσ_i. The number N_i of collisions in a bin is a Poisson variable with mean n_e x Δσ_i, and its variance equals its mean. The total loss is Σ N_i T_i, and the bins are independent, so

Ω² = Σ T_i² n_e x Δσ_i → n_e x ∫ T² dσ.

The whole problem is therefore the integral of T² over the cross section.

**Bohr's value**

Consider a slow ion and work in its rest frame. An electron arrives with speed v and impact parameter b, and is deflected by θ. Its momentum changes by 2mv sin(θ/2), along the symmetry axis of the orbit. Let φ be the polar angle measured from that axis. Angular momentum conservation gives r² dφ/dt = vb, so the impulse along the axis is

∫ (zk/r²) cos φ dt = (zk/vb) ∫ cos φ dφ = (2zk/vb) cos(θ/2).

The last step holds because, for attraction, φ runs from −(π + θ)/2 to (π + θ)/2. Equating the two expressions gives tan(θ/2) = b₀/b, with b₀ = zk/(mv²). The momentum transfer is the same in the laboratory, where the electron started at rest, so

T = (2mv sin(θ/2))²/(2m) = 2mv²/(1 + b²/b₀²).

With u = b²/b₀², 2πb db = πb₀² du, and

∫ T² 2πb db = πb₀² (2mv²)² ∫₀^∞ du/(1 + u)² = 4πz²k².

The speed has cancelled, and this is Bohr's result.

**Relativistic energy transfer**

In the rest frame of the heavy ion, the electron arrives with energy γmc² and momentum γmv, directed against the ion's laboratory motion. It scatters elastically through θ. Its momentum component along the ion's laboratory direction is then −γmv cos θ. Boosting to the laboratory and subtracting the rest energy gives

T = γ(γmc² − γmv² cos θ) − mc²
= γ²mc²(1 − β² cos θ) − γ²mc²(1 − β²)
= γ²mv²(1 − cos θ).

With s = sin(θ/2), this is

T = T_m s², T_m = 2γ²mv² = 2mc²β²γ².

**The cross section**

Use the golden rule in a box of volume L³. The squared matrix element is |V(q)|²F/L⁶, where F is the squared spinor overlap, summed over final spins and averaged over initial ones. The density of final states per solid angle is L³p²(dp/dE)/(2πħ)³, with dp/dE = E/(pc²). The incident flux is v/L³, with v = pc²/E. Dividing the rate by the flux,

dσ/dΩ = (2π/ħ) |V(q)|² F p² [E/(pc²)]² / (2πħ)³
= [γm/(2πħ²)]² |V(q)|² F,

because E/c² = γm. For the potential −zk e^(−μr)/r, the Fourier transform is

V(q) = −(4πzk/q) ∫₀^∞ sin(qr) e^(−μr) dr = −4πzk/(q² + μ²).

Let μ → 0 and put ħq = 2γmvs. Then |V| = 4πħ²zk/(2γmvs)², and

dσ/dΩ = z²k²F/(4γ²m²v⁴s⁴).

**The spin factor you left out**

Write the free Dirac Hamiltonian as H(p) = c α·p + B mc², where B is the mass matrix. Since H² = E², the projector on positive energy is Λ(p) = ½[1 + H(p)/E]. For normalized spinors, the spin sum and average give

F = ½ Tr[Λ(p′)Λ(p)].

The matrices α₁, α₂, α₃ and B are traceless and square to one. Products of two different ones are also traceless, because they anticommute. The terms linear in H therefore vanish, and Tr[H(p′)H(p)] = 4(c²p′·p + m²c⁴). Using cp/E = β and (mc²/E)² = 1 − β²,

F = ½·¼·[4 + 4(β² cos θ + 1 − β²)]
= 1 − β²(1 − cos θ)/2
= 1 − β²s².

At θ = π, which is the largest energy transfer, F falls to 1 − β². Soft collisions have F close to one.

**Putting it together**

A cross section is an area perpendicular to the boost, so dσ is the same in both frames. Since d(s²) = ½ sin θ dθ, the solid angle is dΩ = 4π d(s²) = 4π dT/T_m. Substituting s² = T/T_m,

dσ/dT = (4π/T_m) · z²k²T_m²/(4γ²m²v⁴T²) · (1 − β²T/T_m)
= [2πz²k²/(mv²T²)] (1 − β²T/T_m).

The last line used T_m = 2γ²mv². The weight T² cancels 1/T², so there is no divergence at small T:

∫ T² dσ = [2πz²k²/(mv²)] ∫₀^{T_m} (1 − β²T/T_m) dT
= [2πz²k²/(mv²)] T_m (1 − β²/2)
= 4πz²k² γ²(1 − β²/2).

Multiplying by n_e x and using γ² = 1/(1 − β²),

Ω² = Ω_B² (1 − β²/2)/(1 − β²).

At β² = 0.5 the factor is 0.75/0.5 = 1.5. Your value of 2 is γ², the effect of the larger maximum transfer; the spin factor multiplies it by 0.75. An angular integration with numerically diagonalized Dirac spinors also gives 1.500000.

**Two limits**

Substituting β² = 1 − 1/γ² turns the factor into (γ² + 1)/2. At low speed it tends to 1 + β²/2. At high speed it grows as γ²/2 for a point ion with zα ≪ 1 and γm ≪ M. When γm is no longer small compared with M, the ion's recoil lowers the maximum transfer and the formula fails. For protons the recoil comes first: it lowers the variance by 1% near γ = 9 and by 10% near γ = 100. For heavier ions such as carbon or lead, the size of the nucleus sets an earlier limit. With a charge radius R, the hardest collisions are weakened once 2γmcR/ħ is no longer small, which for a nucleus as large as lead happens at γ of a few tens. For highly charged ions the Born condition fails before that. Bare lead has zα ≈ 0.6, and for a point charge of 82e at β² = 0.5 the exact Dirac cross section gives a factor of about 3.3 instead of 1.5.

**Protons in a molybdenum foil**

Take a 1.00 mm foil, with the density set to 10.2 g/cm³ and the molar mass to 95.95 g/mol as inputs of the example. With Z = 42, n_e = ZρN_A/M_mol ≈ 2690 nm⁻³. At β² = 0.5, γ = 1.414 and the proton's kinetic energy is 389 MeV. The maximum transfer is

T_m = 2 × 511.0 keV × 0.5 × 2 = 1.022 MeV.

With k = 1.440 eV nm and x = 10⁶ nm,

Ω_B² = 4π (1.440 eV nm)² × 2690 nm⁻³ × 10⁶ nm = 0.0701 MeV²,
Ω² = 1.5 × 0.0701 MeV² = 0.105 MeV².

The standard deviation rises from 265 to 324 keV, a factor √1.5 = 1.22. The factor 1.5 belongs to the variance.

The loss distribution is not Gaussian here. The third cumulant of a sum of Poisson collisions is n_e x ∫ T³ dσ, by the same bin argument. With ξ = 2πz²k²n_e x/(mv²) = 0.137 MeV, it equals ξT_m²(1/2 − β²/3), while Ω² = ξT_m(1 − β²/2). The skewness is therefore

(1/3)/(0.75^{3/2} √(ξ/T_m)) = 1.40, with ξ/T_m = 0.134.

Rare hard collisions produce a tail towards large losses, so a Gaussian width fitted to the peak would not measure Ω.

**Does it matter in practice?**

For ordinary ion implantation, hardly. A 1 MeV proton has a factor of 1.001. In molybdenum, Bohr's value itself is unreliable at that energy, because the maximum transfer to a free electron is 2.2 keV, less than the binding energy of each of the ten innermost electrons. At 100 MeV the relativistic factor is 1.11, and the 389 MeV of this example is far above usual implantation energies.

In the foil, among the electronic and Coulomb corrections estimated here, the largest comes from the assumption of electrons at rest. An electron with orbital momentum p₀ that receives momentum ħq gains Q + ħq·p₀/m, where Q = ħ²q²/(2m). Averaged over directions, the square is Q² + (4/3)QK, with K the mean orbital kinetic energy. Weighted with the soft-collision law dQ/Q², the second term adds (4K/3) ln(T_m/Q_min), relative to T_m(1 − β²/2). Here Q_min = E_b²/(2mv²), because an energy transfer E_b needs a momentum of at least about E_b/v. Summing over unscreened hydrogenic shells, with E_b = K = Z² Ry/n² (Ry is the Rydberg energy) and 2, 8, 18 and 14 electrons, gives about +7% of the variance. This is a rough size, and probably too large. Unscreened shells overstate the orbital kinetic energy, and the estimate uses non-relativistic energy gains even for the hardest collisions. Transverse fields and correlations between electrons are also left out. A correction of a few per cent is more realistic, which puts the ratio to Bohr's value between 1.5 and 1.6.

The other corrections of this kind that I estimated are smaller:

- The finite proton mass lowers T_m, and with it the variance, by 0.15%.
- Higher Born orders add about 0.4% to the variance, according to the exact Dirac cross section for a point charge. Here zα/β = 0.010.
- The Bethe formula, with a rough mean excitation energy of 420 eV, gives a mean loss of 2.0 MeV. The factor at the exit is then 1.497.
- Coulomb recoil of point nuclei would add 0.6% with the plain 1/T² law, or 0.45% if the spin factor 1 − β²s² of a point proton is included. The true contribution is far smaller, because the extended charge of real nuclei suppresses the hard recoils that dominate this figure.

Nuclear reactions need separate treatment. A geometric cross section, which is somewhat too large because nuclei are partly transparent at this energy, suggests that roughly 0.9% of the protons react. If each of those lost an extra 10 MeV and stayed in the recorded spectrum, they would add about 0.009 × (10 MeV)² = 0.9 MeV², far more than the electronic 0.105 MeV². Such events must be removed before a measured variance is compared with this formula. The energy spread of the incoming beam must be subtracted too: an rms momentum spread of 0.05% already amounts to about 330 keV, as much as the straggling itself. The same holds for uneven foil thickness: with a mean loss of 2.0 MeV, a 5% rms thickness variation adds (0.1 MeV)² = 0.01 MeV², about a tenth of the electronic variance. The numerical output below lists the main values of the foil example.

Numbers as computed

```
beta squared: 0.500
gamma: 1.41421
kinematic factor gamma^2: 2.0000
spin factor 1-beta^2/2: 0.7500
enhancement from formula: 1.500000
enhancement from Dirac angular integral: 1.500000
classical trajectory integral / Bohr: 0.99900
Monte Carlo variance / prediction: 1.0010
Monte Carlo third moment / prediction: 1.0058
k = e^2/(4 pi eps0): 1.439965 eV nm
electron rest energy: 510.999 keV
proton kinetic energy: 388.65 MeV
Mo atomic number: 42
Mo molar mass: 95.95 g/mol
Mo density, rough input: 10.2 g/cm3
foil thickness: 1.00 mm
electron density: 2688.8 nm^-3
maximum transfer, heavy ion: 1.0220 MeV
Bohr variance: 0.07006 MeV^2
relativistic variance: 0.10509 MeV^2
Bohr standard deviation: 264.7 keV
relativistic standard deviation: 324.2 keV
standard-deviation ratio: 1.2247
xi: 0.1371 MeV
xi / maximum transfer: 0.1342
loss-distribution skewness: 1.401
enhancement for 1 MeV proton: 1.00107
enhancement for 100 MeV proton: 1.1123
unscreened K-shell energy: 24.00 keV
free-electron variance below that transfer: 3.11 %
hydrogenic kinetic energy per electron: 3.93 keV
binding correction, rough: +6.6 % of variance
finite proton mass: -0.154 % of variance
Born parameter z alpha/beta: 0.01032
mean excitation energy, rough input: 420 eV
mean energy loss, rough: 2.00 MeV
enhancement at foil exit: 1.4970
point-nucleus recoil: +0.60 % of variance
nuclear reaction fraction, rough: 0.90 %
```
